\section*{Path Probability Method for Exchange Kinetics in the Pair Approximation}

\section{State and free energy}

\textbf{Q.} You say that atomic exchange in an alloy can be followed with pair fractions alone. Which alloy, and which fractions?

\textbf{A.} A binary alloy A--B on two equivalent sublattices $\alpha$ and $\beta$ of $M$ sites each. Every site has $z$ neighbours, all on the other sublattice, one in each bond direction $\nu=1,\dots,z$; the bcc lattice has $z=8$. There are no vacancies, and the alloy is uniform on each sublattice. Let $y_{ij}$ be the fraction of bonds with $i$ on $\alpha$ and $j$ on $\beta$, the same in all directions. The site fractions are $x^\alpha_i=\sum_j y_{ij}$ and $x^\beta_j=\sum_i y_{ij}$. Normalization and the fixed fraction $c$ of A leave two variables:
\begin{equation}
\begin{aligned}
y_{AB}&=u+s, & y_{BA}&=u-s,\\
y_{AA}&=c-u, & y_{BB}&=1-c-u,
\end{aligned}
\end{equation}
so that $x^\alpha_A=c+s$ and $x^\beta_A=c-s$. Thus $s$ measures long-range order and $u$ the number of unlike bonds. A bond has energy $\varepsilon_{ij}=\varepsilon_{ji}$.

\textbf{Q.} And the entropy?

\textbf{A.} The bonds of one direction are $M$ disjoint pairs covering all sites. They can be filled with pair fractions $y_{ij}$ in $W_{\rm b}=M!/\prod_{ij}(My_{ij})!$ ways. The sublattices separately can be filled in $W_\alpha W_\beta$ ways, with $W_\alpha=M!/\prod_i(Mx^\alpha_i)!$ and $W_\beta$ likewise. Hence a fraction $W_{\rm b}/(W_\alpha W_\beta)$ of all fillings has the required pairs in that direction. The pair approximation treats the $z$ directions as independent conditions:
\begin{equation}
W=W_\alpha W_\beta\left(\frac{W_{\rm b}}{W_\alpha W_\beta}\right)^{z}
=\frac{W_{\rm b}^{\,z}}{(W_\alpha W_\beta)^{z-1}} .
\label{count}
\end{equation}
With Stirling's formula the free energy per $\alpha$ site is
\begin{equation}
\begin{aligned}
f={}&z\sum_{ij}y_{ij}\varepsilon_{ij}+kT\Big[z\sum_{ij}y_{ij}\ln y_{ij}\\
&-(z-1)\Big(\sum_i x^\alpha_i\ln x^\alpha_i+\sum_j x^\beta_j\ln x^\beta_j\Big)\Big].
\end{aligned}
\label{f}
\end{equation}
This is the cluster variation free energy with the pair as largest cluster. Per lattice site it is $F=f/2$.

\section{The most probable path}

\textbf{Q.} That is statics. What is a path?

\textbf{A.} A record of what each site does during a short time $\Delta t$. A neighbouring A--B pair exchanges at rate $\theta e^{-\Delta E/2kT}$, where $\Delta E$ is the resulting energy change. A site either stays as it is or exchanges through one named direction. In any direction, let $w_+$ be the fraction of bonds that go $AB\to BA$, and $w_-$ the fraction that go $BA\to AB$.

A bond can also change because one end exchanges through another direction. For forward events, let $V_j$ be the fraction of bonds whose $\alpha$ end goes $A\to B$ through one given other direction while $j$ stays on $\beta$. Let $U_i$ be the fraction whose $\beta$ end goes $B\to A$ in this way while $i$ stays on $\alpha$. Two events touching one bond have probability of order $\Delta t^2$ and are dropped, so $\sum_jV_j=\sum_iU_i=w_+$. Backward events have analogous variables.

\textbf{Q.} How do you count such paths without a new assumption?

\textbf{A.} Equation~\eqref{count} is applied to path labels instead of atoms, which is the same pair approximation. Dividing by $W$ gives the number of paths per initial configuration. To first order in $\Delta t$ forward and backward events contribute separately, so I write $w$ for $w_+$ and collect the forward terms.

If a fraction $y$ of unchanged bonds is reduced by $\delta$, then $-(y-\delta)\ln(y-\delta)=-y\ln y+\delta(\ln y+1)$ to first order. The bonds therefore add, per $\alpha$ site,
\begin{equation}
\begin{aligned}
z\Big[&w(\ln y_{AB}+1-\ln w)\\
&+(z-1)\sum_jV_j(\ln y_{Aj}+1-\ln V_j)\\
&+(z-1)\sum_iU_i(\ln y_{iB}+1-\ln U_i)\Big].
\end{aligned}
\end{equation}
On $\alpha$, the unchanged A atoms lose the fraction $zw$, and $z$ labels of fraction $w$ appear; the same holds for B on $\beta$. These site entropies enter with weight $-(z-1)$:
\begin{equation}
-(z-1)zw\left[\ln x^\alpha_A+\ln x^\beta_B+2-2\ln w\right].
\end{equation}
The exchanging bond keeps its energy. Only its $2(z-1)$ neighbouring bonds matter. With
\begin{equation}
a_j=\exp\!\left[-\frac{\varepsilon_{Bj}-\varepsilon_{Aj}}{2kT}\right],
\end{equation}
a change $A\to B$ beside $j$ carries the factor $a_j$, and $B\to A$ carries $1/a_j$. The rates thus add
\begin{equation}
zw\ln(\theta\Delta t)+z(z-1)\Big[\sum_jV_j\ln a_j-\sum_iU_i\ln a_i\Big].
\end{equation}

Now set $V_j=wp_j$ and $U_i=wq_i$, with $\sum_j p_j=\sum_i q_i=1$. The coefficient of $w\ln w$ inside the factor $z$ is $-1-2(z-1)+2(z-1)=-1$, and the constants add to $1+2(z-1)-2(z-1)=1$. The forward part of the log probability is
\begin{equation}
\begin{aligned}
L_+={}&zw\Big[\ln\frac{\theta\Delta t\,y_{AB}}{w}+1
+(z-1)\sum_jp_j\ln\frac{y_{Aj}a_j}{x^\alpha_Ap_j}\\
&+(z-1)\sum_iq_i\ln\frac{y_{iB}}{x^\beta_Ba_iq_i}\Big].
\end{aligned}
\end{equation}

\textbf{Q.} Then maximize it.

\textbf{A.} For $p_j$, a multiplier for $\sum_j p_j=1$ makes $\ln[y_{Aj}a_j/(x^\alpha_Ap_j)]$ independent of $j$. So $p_j$ is proportional to $y_{Aj}a_j/x^\alpha_A$, and the first sum becomes the logarithm of the normalizer. The same holds for $q_i$. The normalizers are
\begin{equation}
G^\alpha_A=\sum_j\frac{y_{Aj}}{x^\alpha_A}a_j,\qquad
G^\beta_B=\sum_i\frac{y_{iB}}{x^\beta_B}\frac1{a_i}.
\end{equation}
What remains is $zw[\ln(K/w)+1]$ with $K=\theta\Delta t\,y_{AB}(G^\alpha_AG^\beta_B)^{z-1}$. Its derivative $z\ln(K/w)$ vanishes at $w=K$. These are maxima, since $-p\ln p$ and $-w\ln w$ are concave. With $R_\pm=w_\pm/\Delta t$,
\begin{equation}
\begin{aligned}
R_+&=\theta y_{AB}(G^\alpha_AG^\beta_B)^{z-1},\\
R_-&=\theta y_{BA}(G^\alpha_BG^\beta_A)^{z-1},
\end{aligned}
\label{R}
\end{equation}
where $G^\alpha_B=\sum_j y_{Bj}/(x^\alpha_Ba_j)$ and $G^\beta_A=\sum_i y_{iA}a_i/x^\beta_A$.

\textbf{Q.} You left out the probability that the other pairs do not exchange.

\textbf{A.} To first order it depends on the initial state alone, so it cannot shift the maximum. Its logarithm per $\alpha$ site is $-z(R_++R_-)\Delta t$, the mean number of possible events with a minus sign. The maximum of $L_++L_-$ is $z(w_++w_-)$. They cancel, as they must if the most probable path carries essentially all the probability.

A direct numerical maximization of the unexpanded path function, at a state without special symmetry, tests \eqref{R}. The largest relative deviation of the rates is $5.8\times10^{-5}$ at $\theta\Delta t=10^{-6}$ and $5.8\times10^{-6}$ at $10^{-7}$, the linear decrease expected of a first-order expansion.

\textbf{Q.} What do the rates do to $u$ and $s$?

\textbf{A.} An $\alpha$ site has $z$ bonds through which it can exchange, so
\begin{equation}
\frac{ds}{dt}=-z(R_+-R_-).
\label{s}
\end{equation}
A forward event destroys the AA bonds of the departing A on $\alpha$, on average $(z-1)p_A$, and creates $(z-1)q_A$ around the A arriving on $\beta$. With primes for the backward shares, and $y_{AA}=c-u$,
\begin{equation}
\frac{du}{dt}=(z-1)\left[R_+(p_A-q_A)+R_-(q'_A-p'_A)\right].
\label{u}
\end{equation}
Here $p'_A=y_{BA}/(x^\alpha_Ba_AG^\alpha_B)$ and $q'_A=y_{AA}a_A/(x^\beta_AG^\beta_A)$.

At infinite temperature all $G=1$, and \eqref{s} becomes $ds/dt=-2z\theta s$. This limit owes nothing to the closure. If every bond swaps its occupants at rate $\theta$, a site's mean occupation changes by $\theta$ times the sum of its differences from its neighbours, which gives the same equation.

\section{Does the free energy have to fall?}

\textbf{Q.} Maximizing a path probability is not minimizing a free energy. Why should $f$ decrease at all?

\textbf{A.} Resolve the rates by the environment $e$ of the exchanging pair: the $z-1$ other neighbours $j_m$ of its $\alpha$ site and the $z-1$ others $i_n$ of its $\beta$ site. Multiplying out the powers in \eqref{R} gives $R_\pm=\sum_er_\pm(e)$, with
\begin{equation}
\begin{aligned}
r_+(e)&=\theta y_{AB}\prod_m\frac{y_{Aj_m}a_{j_m}}{x^\alpha_A}\prod_n\frac{y_{i_nB}}{x^\beta_Ba_{i_n}},\\
r_-(e)&=\theta y_{BA}\prod_m\frac{y_{Bj_m}}{x^\alpha_Ba_{j_m}}\prod_n\frac{y_{i_nA}a_{i_n}}{x^\beta_A}.
\end{aligned}
\end{equation}
The neighbours are independent once the atom they touch is known. An explicit sum over all $2^{14}$ environments for $z=8$ reproduces \eqref{R}, \eqref{s} and \eqref{u} to rounding.

Next, find the change $\phi(e)$ of the total free energy $Mf$ in one forward event. By \eqref{f}, adding a bond $ij$ changes $Mf$ by $\varepsilon_{ij}+kT(\ln y_{ij}+1)$, and adding an atom $i$ to $\alpha$ contributes $-(z-1)kT(\ln x^\alpha_i+1)$. The numbers of bonds and sites do not change, so the ones cancel:
\begin{equation}
\begin{aligned}
\frac{\phi(e)}{kT}={}&\ln\frac{y_{BA}}{y_{AB}}
+\sum_m\left[\ln\frac{y_{Bj_m}}{y_{Aj_m}}+\frac{\varepsilon_{Bj_m}-\varepsilon_{Aj_m}}{kT}\right]\\
&+\sum_n\left[\ln\frac{y_{i_nA}}{y_{i_nB}}+\frac{\varepsilon_{i_nA}-\varepsilon_{i_nB}}{kT}\right]\\
&-(z-1)\ln\frac{x^\alpha_Bx^\beta_A}{x^\alpha_Ax^\beta_B}.
\end{aligned}
\end{equation}
In $r_-/r_+$ each $j_m$ brings $a_{j_m}^{-2}=e^{(\varepsilon_{Bj_m}-\varepsilon_{Aj_m})/kT}$ and each $i_n$ brings $a_{i_n}^2=e^{(\varepsilon_{i_nA}-\varepsilon_{i_nB})/kT}$. Term by term,
\begin{equation}
\phi(e)=kT\ln\frac{r_-(e)}{r_+(e)}.
\label{phi}
\end{equation}
There are $z$ bonds per $\alpha$ site, and a backward event changes $Mf$ by $-\phi(e)$. Therefore
\begin{equation}
\frac{df}{dt}=-zkT\sum_e\,(r_+-r_-)\ln\frac{r_+}{r_-}\le0,
\label{H}
\end{equation}
because the two factors in each term have the same sign. At eight random states a finite-difference derivative of $F$ agrees with half of \eqref{H} within a relative error of $10^{-8}$.

\textbf{Q.} It could stop falling somewhere other than at equilibrium.

\textbf{A.} If $df/dt=0$, every term vanishes, so $r_+=r_-$ and $\phi=0$ for every $e$. Let $n_\alpha$ and $n_\beta$ be the numbers of A atoms among the $j_m$ and the $i_n$. A forward event changes $s$ by $-1/M$ and the number of AA bonds by $n_\beta-n_\alpha$, hence $u$ by $-(n_\beta-n_\alpha)/(zM)$. So
\begin{equation}
\phi(e)=-\frac{\partial f}{\partial s}-\frac{n_\beta-n_\alpha}{z}\frac{\partial f}{\partial u}.
\label{grad}
\end{equation}
Environments with $n_\beta-n_\alpha=0$ and $1$ both exist, so both derivatives vanish. Conversely, if both vanish, $\phi=0$ for all $e$, and \eqref{phi} makes all net rates zero. For positive pair fractions, the stationary states are thus the stationary points of $f$ at fixed $c$. Differentiating \eqref{f} gives
\begin{equation}
\begin{aligned}
\frac{y_{AB}y_{BA}}{y_{AA}y_{BB}}&=\exp\frac{\varepsilon_{AA}+\varepsilon_{BB}-2\varepsilon_{AB}}{kT},\\
\left(\frac{y_{AB}}{y_{BA}}\right)^z&=\left(\frac{x^\alpha_Ax^\beta_B}{x^\alpha_Bx^\beta_A}\right)^{z-1}.
\end{aligned}
\label{eq}
\end{equation}

Positivity matters. With $u=s=0$ there are no unlike bonds and nothing can exchange, whatever the slope of $f$.

\textbf{Q.} A stationary point need not be a minimum.

\textbf{A.} Correct, and the claim must be worded accordingly. An isolated local minimum attracts nearby states, since $f$ falls everywhere around it. An isolated saddle is unstable: it has neighbours of lower $f$ arbitrarily close, and these can never climb back to it. Special starting states, such as those with $s=0$ in the example below, can still run into it. A minimum in $u$ and $s$ can still be unstable to separation into regions of different composition, as for the quench alloy below with the sign of $v$ reversed.

Take $c=1/2$, $\varepsilon_{AA}=\varepsilon_{BB}=0$ and $\varepsilon_{AB}=-v<0$. The disordered state has $s=0$ and, from \eqref{eq}, $u/(\tfrac12-u)=e^{v/kT}$. There the mixed derivative vanishes by symmetry, $\partial^2f/\partial u^2>0$, and
\begin{equation}
\frac1{kT}\frac{\partial^2f}{\partial s^2}=\frac{2z}{u}-8(z-1).
\label{curv}
\end{equation}
This is zero at $u=z/[4(z-1)]$, where $u/(\tfrac12-u)=z/(z-2)$. Hence
\begin{equation}
kT_c=\frac{v}{\ln[z/(z-2)]}.
\end{equation}
Below $T_c$ the disordered state has larger $u$ and is a saddle. For small $s$, \eqref{phi} and \eqref{grad} give $\ln(r_+/r_-)=(\partial f/\partial s)/kT$ to first order in every environment. With $R$ the common value of $R_\pm$ at the saddle,
\begin{equation}
\frac{ds}{dt}=-\frac{zR}{kT}\frac{\partial^2f}{\partial s^2}\,s .
\label{growth}
\end{equation}
The kinetics lose stability where the curvature changes sign.

\section{Numbers for a quench}

\textbf{Q.} Show me one case with the arithmetic.

\textbf{A.} Take that alloy with $z=8$, $v=3.00\times10^{-21}$ J, $T=600$ K and $\theta=1\ \mathrm{s^{-1}}$, so $v/kT=0.36215$ and $T_c=755.3$ K. Start with uncorrelated atoms and $x^\alpha_A=0.51$. Then $y_{AA}=y_{BB}=0.2499$, $y_{AB}=0.2601$ and $y_{BA}=0.2401$. With $a_A=1.1985$ and $a_B=0.8344$,
\begin{equation}
G^\alpha_A=\frac{0.2499(1.1985)+0.2601(0.8344)}{0.51}=1.0128,
\end{equation}
and $G^\beta_B$ has the same value. The backward averages are both $1.0201$. Thus $R_+=0.2601(1.0128)^{14}=0.3108\ \mathrm{s^{-1}}$, $R_-=0.3172\ \mathrm{s^{-1}}$ and $ds/dt=0.051\ \mathrm{s^{-1}}$. Equation~\eqref{u} gives a much larger $du/dt=0.788\ \mathrm{s^{-1}}$. The course is:
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $u$ & $s$ & $F$ ($10^{-20}$ J per site)\\
0 & 0.2501 & 0.0100 & $-1.1743$\\
0.1 & 0.2855 & 0.0152 & $-1.2259$\\
0.3 & 0.2948 & 0.0299 & $-1.2285$\\
1 & 0.3347 & 0.2349 & $-1.2459$\\
2 & 0.4093 & 0.3881 & $-1.2617$\\
5 & 0.4096 & 0.3885 & $-1.2617$
\end{tabular}
\end{center}
Short-range order comes first. By $0.3$ s, $u$ has reached its saddle value $0.2948$ while $s$ is still small, and about 62\% of the free energy has been released. The rest is released as long-range order grows and carries $u$ up to $0.41$.

At the saddle, \eqref{curv} gives $16/0.29478-56=-1.722$, and \eqref{R} gives $R=0.2346\ \mathrm{s^{-1}}$. Equation~\eqref{growth} then predicts a growth rate $8(0.2346)(1.722)=3.23\ \mathrm{s^{-1}}$, equal to the value found from the full rate equations.

The final state agrees with a direct minimization of $F$: $u=0.40963$ and $s=0.38852$, so A fills 88.9\% of $\alpha$ and 11.1\% of $\beta$. The second condition in \eqref{eq} can be checked in logarithms: $8\ln(0.798146/0.021112)=29.06$ and $14\ln(0.888517/0.111483)=29.06$. The total release is $8.74\times10^{-22}$ J per site, or 526 J/mol. A run started with $s=0$ keeps that symmetry and ends on the saddle, $3.34\times10^{-22}$ J per site higher.

\textbf{Q.} Is all this tied to your choice of $\Delta E/2$?

\textbf{A.} No. Equations~\eqref{phi} and \eqref{H} use only detailed balance, that is, a ratio $e^{-\Delta E/kT}$ of opposite rates in each environment. The closed form \eqref{R} needs in addition a rate that is a product of one factor per bond; the Metropolis rate is not, and has to be summed over environments. Suppose instead that the initial neighbouring bonds must be broken. The factors beside $j$ become $e^{\varepsilon_{Aj}/kT}$ for $A\to B$ and $e^{\varepsilon_{Bj}/kT}$ for $B\to A$. Their ratio is still $a_j^2$, so \eqref{phi} and \eqref{H} survive, while the speeds change. At fixed $c$ the minimum and the $\Delta E/2$ rates depend only on $\varepsilon_{AA}+\varepsilon_{BB}-2\varepsilon_{AB}$, while the bond-breaking rates depend on the energies separately. For $\varepsilon_{AA}=-1.0$, $\varepsilon_{AB}=-3.0$ and $\varepsilon_{BB}=0.5$ in units of $10^{-21}$ J, $c=0.4$ and $T=500$ K, both rules end at the directly computed minimum, $u=0.36601$ and $s=0.34106$.

If $e^{-\Delta E/kT}$ is used in both directions, the ratio of opposite rates contains $2\Delta E$. The kinetics then lower the free energy belonging to $T/2$, not to $T$. Started from the true minimum of the quench example, this rule raises $F$ by $5.12\times10^{-22}$ J per site.

\textbf{Q.} What remains approximate?

\textbf{A.} The independence of neighbours, in both the entropy and the rates. On the bcc lattice, neighbours of the two exchanging atoms can be bonded to each other, and the pair count ignores such rings. Equation~\eqref{H} is a theorem about the closed pair equations, so it does not measure their error for the lattice itself. That error is not small for the time course. In one stochastic run of the same rule on a bcc lattice of $2\times24^3$ sites, the quench gives $u\approx0.32$ at $0.3$ s, with no pause at the saddle value, and $s\approx0.1$ at $2$ s instead of $0.39$. At $720$ K, where the pair minimum has $s=0.21$, an initial order on the lattice decays below $0.1$. It also concerns the most probable path of a large uniform system; fluctuations, composition gradients and separation into regions of different composition lie outside these two variables. Direct exchange without vacancies is a model rule and $\theta=1\ \mathrm{s^{-1}}$ only sets the unit of time, so the times in the table are not those of a real alloy.

\section*{Calculated quantities}
\begin{verbatim}
coordination z = 8, composition c = 0.5, theta = 1.0 1/s
v = 3.00e-21 J, T = 600.0 K, kT = 8.28389e-21 J, v/kT = 0.36215
start y_AA, y_AB, y_BA, y_BB = [0.2499 0.2601 0.2401 0.2499]
factor A->B beside A = 1.19850, beside B = 0.83437
G alpha_A = 1.012797, G beta_B = 1.012797
G alpha_B = 1.020080, G beta_A = 1.020080
start R_plus = 0.310783 1/s, R_minus = 0.317155 1/s
start du/dt = 0.787896 1/s, ds/dt = 0.050980 1/s
start dF/dt per site = -1.88926e-20 J/s
t (s)      u          s          F per site (J)
  0.00  0.250100  0.010000  -1.174270e-20
  0.03  0.267752  0.011529  -1.208337e-20
  0.10  0.285470  0.015228  -1.225857e-20
  0.30  0.294821  0.029857  -1.228532e-20
  1.00  0.334748  0.234881  -1.245938e-20
  2.00  0.409337  0.388081  -1.261668e-20
  3.00  0.409629  0.388516  -1.261668e-20
  5.00  0.409629  0.388517  -1.261668e-20
 10.00  0.409629  0.388517  -1.261668e-20
 20.00  0.409629  0.388517  -1.261668e-20
 50.00  0.409629  0.388517  -1.261668e-20
kinetic end (300 s): u = 0.4096291, s = 0.3885170
CVM minimum:         u = 0.4096291, s = 0.3885170
end y_AA, y_AB, y_BA, y_BB = [0.090371 0.798146 0.021112 0.090371]
end x_A on alpha = 0.888517, on beta = 0.111483
pair ratio = 2.063280, exp(2v/kT) = 2.063280
order equation: left = 4.17252e+12, right = 4.17252e+12
F end per site = -1.261668e-20 J
F released per site = 8.73983e-22 J = 526.32 J/mol
disordered saddle: u = 0.294780, F per site = -1.228224e-20 J
F saddle minus F end per site = 3.34446e-22 J
growth rate of s at saddle = 3.23261 1/s
Tc from kinetics = 755.3099 K, formula = 755.3099 K
off-stoichiometric CVM minimum (c=0.4, 500 K): u, s = 0.366013, 0.341064
  kinetic end, rule half: u, s = 0.366013, 0.341064
  kinetic end, rule break: u, s = 0.366013, 0.341064
wrong rule: F rises per site by 5.1225e-22 J
rate equation vs environment sum, worst rel. error = 7.6e-15
dF/dt vs dissipation sum, worst rel. error = 7.1e-09
path maximum vs rates, rel. error at theta*dt = 1e-6: 5.83e-05
path maximum vs rates, rel. error at theta*dt = 1e-7: 5.83e-06
log path maximum / (dt * mean escape rate) = 0.999997
\end{verbatim}
